\section*{Lead self-energies and basis-invariant transmission with nonorthogonal orbitals}

\section{The coupling between overlapping functions}

\textbf{Q.} A device sits between two leads, and all of them are described by localized orbitals that overlap. The Hamiltonian matrix contains the hopping from lead to device. Why should the coupling contain anything else?

\textbf{A.} Because the time derivative also connects overlapping functions. Write the one-electron state as $\psi=\sum_j c_j\chi_j$, with $S_{ij}=\langle\chi_i|\chi_j\rangle$ and $H_{ij}=\langle\chi_i|\hat H|\chi_j\rangle$. Projecting the Schr\"odinger equation on $\chi_i$ gives
\begin{equation}
i\hbar\sum_j S_{ij}\dot c_j=\sum_j H_{ij}c_j .
\end{equation}
For $c_j(t)=c_je^{-iEt/\hbar}$ the left side is $E\sum_jS_{ij}c_j$, so
\begin{equation}
K(E)\,c=0,\qquad K(z)=zS-H .
\end{equation}
The block joining device $D$ to lead $\alpha$ is $K_{D\alpha}=ES_{D\alpha}-H_{D\alpha}$. It depends on energy wherever the overlap is nonzero.

I assume independent electrons, Hermitian $H$, and Hermitian, positive definite $S$. The leads $L$ and $R$ touch $D$ but not each other: $H_{LR}=S_{LR}=0$.

\textbf{Q.} Could one not keep $-H_{D\alpha}$ and regard the overlap term as a small correction?

\textbf{A.} Its size would depend on the zero of energy. Add a constant $a$ to the potential everywhere: $H\to H+aS$ and $E\to E+a$. Then
\begin{equation}
(E+a)S-(H+aS)=ES-H ,
\end{equation}
whereas $-H_{D\alpha}$ becomes $-H_{D\alpha}-aS_{D\alpha}$. Take a hopping of $-2.0$ eV, an overlap of 0.15 and $E=2$ eV. The coupling is $2(0.15)+2.0=2.3$ eV. After a shift of 5 eV it is $7(0.15)-(-2.0+0.75)=2.3$ eV again, but the bare coupling has moved from 2.0 to 1.25 eV.

\section{Eliminating the leads}

\textbf{Q.} The leads are infinite. How do they become a finite matrix?

\textbf{A.} Set $z=E+i\eta$ with $\eta>0$ and define the full Green's function by $K(z)\mathcal G=1$. Its device column obeys
\begin{align}
K_{\alpha\alpha}\mathcal G_{\alpha D}+K_{\alpha D}\mathcal G_{DD}&=0,\\
K_{DD}\mathcal G_{DD}+\sum_\alpha K_{D\alpha}\mathcal G_{\alpha D}&=1 .
\end{align}
The lead block can be inverted if the spectrum of $S_{\alpha\alpha}$ stays above some $b>0$. Then $\mathrm{Im}\,x^\dagger K_{\alpha\alpha}x=\eta\,x^\dagger S_{\alpha\alpha}x\geq\eta b\,x^\dagger x$, so $K_{\alpha\alpha}$ cannot shorten a vector by more than the factor $\eta b$, and the same holds for its adjoint. With $g_\alpha=K_{\alpha\alpha}^{-1}$ the first line gives $\mathcal G_{\alpha D}=-g_\alpha K_{\alpha D}\mathcal G_{DD}$. Inserting this in the second line and writing $G=\mathcal G_{DD}$,
\begin{equation}
G=(K_{DD}-\Sigma_L-\Sigma_R)^{-1},\qquad
\Sigma_\alpha(z)=K_{D\alpha}(z)\,g_\alpha(z)\,K_{\alpha D}(z).
\label{sigma}
\end{equation}

\textbf{Q.} Surely the last factor is the adjoint of the first?

\textbf{A.} At real energy, yes. At complex $z$, $K_{D\alpha}(z)^\dagger=K_{\alpha D}(z^*)$, whereas the elimination produced $K_{\alpha D}(z)$. The two differ by $2i\eta S_{\alpha D}$, which matters when a sizeable $\eta$ is used.

\textbf{Q.} And $g_\alpha$ is still the inverse of an infinite matrix.

\textbf{A.} If only the lead cell next to the device couples to it, only the surface block of $g_\alpha$ is needed. Let the lead be periodic, with $d$ the diagonal block of $K(z)$, $p$ the block from a cell to the next one inward, and $q$ the block back. Eliminate every second cell, beginning with cell 1:
\begin{equation}
x_1=-d^{-1}(q\,x_0+p\,x_2).
\end{equation}
Substitution in the equations of the remaining cells gives a lead with doubled spacing. If $s$ is the surface block, initially equal to $d$, then
\begin{align}
s'&=s-p\,d^{-1}q, & d'&=d-p\,d^{-1}q-q\,d^{-1}p,\\
p'&=-p\,d^{-1}p, & q'&=-q\,d^{-1}q .
\end{align}
At $\eta>0$ waves decay along the lead, so the couplings over ever longer distances vanish and $s^{-1}$ becomes the surface block. All blocks here include their overlap terms.

\section{Broadening and current}

\textbf{Q.} What does the non-Hermitian part of $\Sigma_\alpha$ mean?

\textbf{A.} It measures the lead states available at energy $E$, weighted by their coupling to the device functions. Define
\begin{equation}
\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger),\qquad a_\alpha=i(g_\alpha-g_\alpha^\dagger).
\end{equation}
As $\eta\to0^+$ the outer factors become adjoints of each other, so $\Gamma_\alpha=K_{D\alpha}a_\alpha K_{\alpha D}$. Let the isolated lead have states $H\varphi_n=E_nS\varphi_n$ with $\varphi_m^\dagger S\varphi_n=\delta_{mn}$, and collect them as columns of $\Phi$. Then $\Phi^\dagger K_{\alpha\alpha}\Phi$ is diagonal with entries $z-E_n$. Inverting,
\begin{equation}
g_\alpha=\sum_n\frac{\varphi_n\varphi_n^\dagger}{z-E_n},\qquad
a_\alpha=\sum_n\frac{2\eta\,\varphi_n\varphi_n^\dagger}{(E-E_n)^2+\eta^2}
\to2\pi\sum_n\varphi_n\varphi_n^\dagger\,\delta(E-E_n).
\label{spectral}
\end{equation}
For an infinite lead the sum is an integral. Both $a_\alpha$ and $\Gamma_\alpha$ are nonnegative. I stay away from band edges, where the limit can be singular.

\textbf{Q.} With overlapping orbitals, the charge on either side of a cut is ambiguous. How can you define the current?

\textbf{A.} By a flux that does not depend on the cut and that gives velocity times density in the leads. Split all functions into a left set $A$ and a right set $B$, and for a stationary state take
\begin{equation}
J=-\frac2\hbar\,\mathrm{Im}\,[c_B^\dagger K_{BA}c_A].
\label{flux}
\end{equation}
Now move a finite group $X$ from $B$ to $A$, leaving $B'$. The term $c_{B'}^\dagger K_{B'A}c_A$ is common to both cuts, so
\begin{align}
J-J'&=-\frac2\hbar\,\mathrm{Im}[c_X^\dagger K_{XA}c_A-c_{B'}^\dagger K_{B'X}c_X]\\
&=-\frac2\hbar\,\mathrm{Im}[c_X^\dagger(K_{XA}c_A+K_{XB'}c_{B'})]
=\frac2\hbar\,\mathrm{Im}[c_X^\dagger K_{XX}c_X]=0 .
\end{align}
The second line uses the change of sign of an imaginary part under conjugation, then row $X$ of $Kc=0$, and finally the Hermiticity of $K_{XX}$ at real $E$.

\textbf{Q.} That permits any prefactor. Why $2/\hbar$?

\textbf{A.} A Bloch wave fixes it. Let $c_n=ue^{ikn}$, with $k$ the phase per cell, and let $K_0$ and $K_1$ be the blocks within a cell and from cell $n$ to $n+1$. Then $K(k)u=0$, where $K(k)=K_0+K_1e^{ik}+K_1^\dagger e^{-ik}$. Differentiate along the band $E(k)$ and multiply by $u^\dagger$. The term with $du/dk$ vanishes because $u^\dagger K(k)=0$, leaving
\begin{equation}
\frac{dE}{dk}\,u^\dagger S(k)u=-iy+iy^*=2\,\mathrm{Im}\,y,\qquad y=u^\dagger K_1e^{ik}u .
\end{equation}
Here $S(k)$ is built from the overlap blocks as $K(k)$ is from its own. For the cut between $n$ and $n+1$, Eq.~\eqref{flux} gives $-(2/\hbar)\mathrm{Im}\,y^*=(2/\hbar)\mathrm{Im}\,y$. Hence
\begin{equation}
J=\frac1\hbar\frac{dE}{dk}\,u^\dagger S(k)u ,
\end{equation}
which is cells per second times norm per cell. In a superposition at one energy, a cross term between propagating waves of different real $k$ would vary from cut to cut; conservation forces it to vanish. A decaying wave $u\lambda^n$ and its growing partner with $1/\lambda^*$ can have a nonzero cross term, but far into a semi-infinite lead only the decaying one is allowed.

\section{The transmission}

\textbf{Q.} How does this flux become a trace over the device?

\textbf{A.} Send in an electron from $L$. Start with a state $\varphi$ of the isolated left lead, which contains an incident wave and its reflection at the lead's end. Attaching the device adds outgoing waves:
\begin{equation}
c_L=\varphi-g_LK_{LD}c_D,\qquad c_R=-g_RK_{RD}c_D .
\end{equation}
The incident part, and with it the normalization, remains that of $\varphi$. The device row of $Kc=0$ becomes
\begin{equation}
(K_{DD}-\Sigma_L-\Sigma_R)c_D=-K_{DL}\varphi,\qquad c_D=-GK_{DL}\varphi .
\end{equation}
Evaluate Eq.~\eqref{flux} between $D$ and $R$, using $c_R^\dagger=-c_D^\dagger K_{DR}g_R^\dagger$:
\begin{equation}
J=\frac2\hbar\,\mathrm{Im}[c_D^\dagger\Sigma_R^\dagger c_D]
=\frac2\hbar\,c_D^\dagger\frac{\Sigma_R^\dagger-\Sigma_R}{2i}c_D
=\frac1\hbar\,c_D^\dagger\Gamma_Rc_D ,
\end{equation}
since $\Sigma_R^\dagger-\Sigma_R=i\Gamma_R$. Summing over incident states at energy $E$ with Eq.~\eqref{spectral},
\begin{align}
\sum_nJ_n\,\delta(E-E_n)
&=\frac1\hbar\,\mathrm{Tr}\Big[\Gamma_RG\,K_{DL}\frac{a_L}{2\pi}K_{LD}\,G^\dagger\Big]
=\frac{T(E)}h,\\
T&=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger]. \label{T}
\end{align}
This is the flow per unit energy and spin when the incident states are filled.

\textbf{Q.} Electrons also come from the right. Is their transmission the same?

\textbf{A.} Yes, even without time-reversal symmetry. Let $\Gamma=\Gamma_L+\Gamma_R$. At real energy $(G^\dagger)^{-1}-G^{-1}=-i\Gamma$. Multiplying by $G$ and $G^\dagger$ in either order gives
\begin{equation}
i(G-G^\dagger)=G\Gamma G^\dagger=G^\dagger\Gamma G .
\end{equation}
Multiply the last equality by $\Gamma_L$ and take the trace. The terms with two factors $\Gamma_L$ are equal by cyclicity and cancel, leaving
\begin{equation}
\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]=\mathrm{Tr}[\Gamma_LG^\dagger\Gamma_RG]=\mathrm{Tr}[\Gamma_RG\Gamma_LG^\dagger].
\end{equation}
The net current is therefore $(2e/h)\int T(f_L-f_R)\,dE$ in magnitude, with $f_\alpha$ the lead occupations and the factor 2 for spin. At small bias and zero temperature the conductance is $(2e^2/h)T(E_F)$.

\section{Changing the device functions}

\textbf{Q.} I could replace the device orbitals by orthogonal ones, or by molecular orbitals. The matrices $\Gamma_\alpha$ would change. Why should I trust $T$?

\textbf{A.} Let the new functions be $\chi'_j=\sum_i\chi_iW_{ij}$, with $W$ square, invertible and possibly complex, while the lead functions stay fixed. Matrix elements carry $W^\dagger$ on the bra side and $W$ on the ket side:
\begin{equation}
K'_{DD}=W^\dagger K_{DD}W,\qquad K'_{D\alpha}=W^\dagger K_{D\alpha},\qquad K'_{\alpha D}=K_{\alpha D}W .
\end{equation}
Since $g_\alpha$ is untouched,
\begin{align}
\Sigma'_\alpha&=W^\dagger K_{D\alpha}g_\alpha K_{\alpha D}W=W^\dagger\Sigma_\alpha W,\\
\Gamma'_\alpha&=i(W^\dagger\Sigma_\alpha W-W^\dagger\Sigma_\alpha^\dagger W)=W^\dagger\Gamma_\alpha W,\\
G'&=[W^\dagger(K_{DD}-\Sigma_L-\Sigma_R)W]^{-1}=W^{-1}G(W^\dagger)^{-1}.
\end{align}
Put $M=\Gamma_RG\Gamma_LG^\dagger$. Then
\begin{align}
M'&=W^\dagger\Gamma_RW\,W^{-1}G(W^\dagger)^{-1}\,W^\dagger\Gamma_LW\,W^{-1}G^\dagger(W^\dagger)^{-1}\\
&=W^\dagger M\,(W^\dagger)^{-1}.
\end{align}
This is a similarity transformation, so the trace $T$ and every eigenvalue of $M$ are unchanged. The nonzero eigenvalues are the transmission eigenvalues: with $t=\Gamma_R^{1/2}G\Gamma_L^{1/2}$, the matrices $M$ and $tt^\dagger$ share them by cyclic reordering. The similarity transformation of $M$ also holds at finite $\eta$.

\textbf{Q.} Where does the proof stop?

\textbf{A.} $W$ must have an inverse, so discarding device functions is excluded. The couplings must be transformed with the device block. Symmetric orthogonalization of the whole system mixes lead functions into device functions and is a different operation. Finally, $G$ must exist in the limit $\eta\to0^+$, which fails at the energy of a state bound in the device within the lead continuum.

\section{A two-channel junction}

\textbf{Q.} I want a case in which an overlap term that is missing from the coupling, or has the wrong sign, would show.

\textbf{A.} Take leads with two orbitals per cell and a device with three. The left lead touches device orbitals 1 and 2, and the right lead touches 2 and 3. The full matrices open the numerical output. At 2 eV the left coupling, with lead orbitals as rows, is
\begin{equation}
K_{LD}=2S_{LD}-H_{LD}=
\begin{pmatrix}2.30&0.34&0\\0.58&1.16&0\end{pmatrix}\ \text{eV}.
\end{equation}
The independent calculation uses no self-energy. It writes the lead solutions as $u\lambda^n$, including evanescent ones, joins them to the device equations, and sums the transmitted flux over all open incident channels, each carrying unit flux. The table compares both with the result of using $-H$ alone in the couplings.
\begin{center}
\begin{tabular}{rcccc}
$E$ (eV)&channels&$T$, Eq.~\eqref{T}&$T$, matching&$T$, coupling $-H$\\
$-2$&2&0.7439&0.7439&0.9193\\
0&2&0.8823&0.8823&0.8823\\
2&2&0.8488&0.8488&0.6772\\
4&2&0.6847&0.6847&0.3488\\
8&1&0.0381&0.0381&0.0030
\end{tabular}
\end{center}
At $E=0$ the overlap term vanishes and the columns agree. At 2 eV the bare coupling gives a value 20\% below the correct one, and reversing the sign of the overlap term, $-ES-H$, gives 0.4491. Adding 5 eV to every energy, $E$ included, leaves the correct $T$ at 0.8488 but takes the faulty one to 0.1532.

\textbf{Q.} Does the formula for $G$ hold at an $\eta$ large enough to expose your point about adjoints?

\textbf{A.} With 300 cells in each lead, $E=2$ eV and $\eta=0.3$ eV, direct inversion of the whole matrix agrees with Eq.~\eqref{sigma} to $7\times10^{-13}$ eV$^{-1}$ in the largest element. Replacing the second coupling by the adjoint of the first gives a discrepancy of $9.6\times10^{-3}$ eV$^{-1}$. For $T$ the limit $\eta\to0^+$ matters: at 2 eV its error is $1.1\times10^{-3}$, $1.1\times10^{-5}$ and $1.1\times10^{-7}$ for $\eta=10^{-3}$, $10^{-5}$ and $10^{-7}$ eV, in proportion to $\eta$.

\textbf{Q.} Now change the basis.

\textbf{A.} Choose
\begin{equation}
W=\begin{pmatrix}1&1&0\\0&2&1\\1&0&1\end{pmatrix},\qquad \det W=3 .
\end{equation}
The first row of $K_{LD}W$ is $(2.30,\ 2.30+0.68,\ 0.34)=(2.30,2.98,0.34)$ eV: the left lead now couples to all three functions. The trace of $\Gamma_L$ rises from 3.85 to 12.84 eV, so it is not by itself a physical escape rate. Yet at $\eta=10^{-7}$ eV, $T$ is 0.848826841 in the original basis, after $W$, and after orthogonalizing the device functions. The nine digits show the invariance; the limit $\eta\to0^+$ lies $1.1\times10^{-7}$ higher. In a sample of at most 30 random complex $W$ with condition numbers below 100, the largest change was $1.1\times10^{-14}$; this is not a bound for all such $W$.

A nearly singular $W$ is another matter in finite precision. The condition number of $W^\dagger KW$ can grow by the square of that of $W$. For one $W$ of condition number $10^4$, $T$ changed by $7.3\times10^{-7}$ through rounding. Other such $W$ give typically $10^{-7}$ and up to several times $10^{-6}$, and in this example the error in $T$ grows roughly as the cube of the condition number, faster than the square.

\textbf{Q.} So if my result is basis invariant, my couplings are right?

\textbf{A.} No. The matrix $-H_{D\alpha}$ also transforms with $W^\dagger$, so the same proof applies to the faulty calculation: it gives 0.6772 before and after $W$. The shift of energy zero exposes that fault. Invariance exposes others. Transforming the device block but not the couplings gives $T=0.3584$. Dropping the highest of the three device levels gives 0.6573, because a rectangular $W$ has removed part of the space.

\textbf{Q.} Two channels are open at 2 eV, yet the output lists transmission eigenvalues 0.8488 and zero. Is a channel missing?

\textbf{A.} The device is a bottleneck. Let $F=G^{-1}$. Orbitals 1 and 3 have no direct coupling, and neither lead touches both, so $F_{31}=0$. Row 3 of $FG=1$, in columns $j=1,2$, reads
\begin{equation}
F_{32}G_{2j}+F_{33}G_{3j}=0 .
\end{equation}
Row 3 of the invertible $F$ is not zero, so rows 2 and 3 of $G$ are linearly dependent in these columns. But $\Gamma_RG\Gamma_L$ involves just these elements of $G$, and therefore has rank at most one. All transmission passes through orbital 2. After the transformation by $W$ this pattern is no longer visible in the matrices, but the zero eigenvalue survives.

\section{What the number means for a device}

\textbf{Q.} What conductance is this, and what could move it?

\textbf{A.} With $E_F=2$ eV,
\begin{equation}
\frac{2e^2}{h}T=(77.48\ \mu\mathrm S)(0.8488)=65.8\ \mu\mathrm S .
\end{equation}
At 300 K, averaging $T$ with $-df/dE$ leaves 65.8 $\mu$S to this precision. A direct coupling between the facing lead cells, with hopping $-0.1$ eV and overlap 0.005 between corresponding orbitals, violates the assumption $K_{LR}=0$. Moving one cell of each lead into the device restores it. Both this enlarged device and wave matching give $T=0.8487$.

So small a change is particular to this energy: elsewhere in the bands the same direct coupling moves $T$ by up to about 0.03, and at $-1$ and 6 eV it matters more than raising the device potential by 0.5 eV. At 2 eV the shift of the potential matters more. Raising the potential by 0.5 eV, with half the shift applied in the device--lead blocks and the leads and $E_F$ held fixed, gives $T=0.9706$, or 14\% more.

\textbf{Q.} Does the model resemble anything one could build?

\textbf{A.} Only loosely. Its main hoppings of 2 to 3 eV, with energies measured from the orbital energy, are of the size found between $\pi$ orbitals on neighbouring carbon atoms with a semilocal density functional in a minimal basis; Hartree--Fock matrix elements are more than twice as large. The overlaps there depend on the orbitals chosen and can exceed the 0.1 to 0.2 used here. The matrices and the Fermi energy of 2 eV were not fitted to any material. The strong contacts are also a choice; with weak coupling $T$ is small except near a resonance, because both $\Gamma_L$ and $\Gamma_R$ enter it as factors. Real junctions break the assumption of a fixed device potential, since charge moves until the potential is self-consistent. The 14\% change measures the sensitivity to one assumed shift and is not a bound. Inelastic scattering and finite bias are left out, and their effects have not been estimated here.

\section*{Computed results}
\begin{verbatim}
H0 [eV]: [[0.0, -1.0], [-1.0, 0.0]]
H1 [eV]: [[-3.0, -0.4], [-0.2, -2.5]]
HD [eV]: [[0.5, -2.5, 0.0], [-2.5, -0.5, -2.5], [0.0, -2.5, 1.0]]
HLD [eV]: [[-2.0, -0.3, 0.0], [-0.5, -1.0, 0.0]]
HDR [eV]: [[0.0, 0.0], [-0.8, -0.3], [-0.4, -1.8]]
S0: [[1.0, 0.05], [0.05, 1.0]]
S1: [[0.2, 0.03], [0.01, 0.15]]
SD: [[1.0, 0.18, 0.0], [0.18, 1.0, 0.18], [0.0, 0.18, 1.0]]
SLD: [[0.15, 0.02, 0.0], [0.04, 0.08, 0.0]]
SDR: [[0.0, 0.0], [0.06, 0.02], [0.03, 0.13]]
lead band 1 range: -4.950 to 6.970 eV
lead band 2 range: -3.060 to 10.196 eV
right-going wave at 2 eV, k*cell and dE/dk: 1.7287 rad, 6.1495 eV
right-going wave at 2 eV, k*cell and dE/dk: 2.0503 rad, 6.7203 eV
smallest overlap eigenvalue, finite system: 0.5990
G: self-energy minus full inverse, eta 0.3 eV: 6.8e-13 1/eV
same, second coupling replaced by adjoint: 9.6e-03 1/eV
E/eV, open channels, T self-energy, T matching, T with coupling -H
 -2.0  2  0.743878  0.743878  0.919281
  0.0  2  0.882254  0.882254  0.882254
  2.0  2  0.848827  0.848827  0.677237
  4.0  2  0.684737  0.684737  0.348780
  8.0  1  0.038142  0.038142  0.002965
T error at 2 eV for eta = 1e-3, 1e-5, 1e-7 eV: 1.1e-03, 1.1e-05, 1.1e-07
energy zero moved by 5 eV: T, T with coupling -H: 0.848827, 0.153242
W: [[1.0, 1.0, 0.0], [0.0, 2.0, 1.0], [1.0, 0.0, 1.0]]
det W: 3.000
T at 2 eV: original, W, orthogonalized device: 0.848826841, 0.848826841, 0.848826841
trace of Gamma_L: original, W: 3.8506, 12.8444 eV
transmission eigenvalues at 2 eV: 0.848827, -0.000000
largest T change, random complex W: 1.1e-14
T change for W of condition number 1e4: 7.3e-07
coupling -H at 2 eV: original, W: 0.677237, 0.677237
T with W but couplings untransformed: 0.358416
T with highest device level dropped: 0.657335
2e^2/h: 77.4809 uS
conductance at Fermi energy 2 eV, 0 K: 65.768 uS
conductance at 300 K: 65.770 uS
direct L-R coupling: H and S diagonal: -0.1 eV, 0.005
T with it: matching, enlarged device: 0.848686, 0.848686
T with device potential raised by 0.5 eV: 0.970623
\end{verbatim}
